# Aliased spanning vectors behind a 1.06 nm coupling period

## Problem

Two ferromagnetic layers are separated by a metallic spacer of \(N\) atomic planes, spaced \(d=0.18\) nm apart. The coupling between the layers oscillates with the spacer thickness \(D=Nd\), and the measured period is \(\Lambda=1.06\) nm. The spacer is a monatomic fcc crystal with (001) planes, so its cubic lattice constant is \(a=2d\), and it has one conduction electron per atom.

A spanning vector is a wave vector \(q\) along the layer normal that joins two points of the spacer's Fermi surface and sets the oscillation \(\cos(qD+\varphi)\).

(a) List all positive \(q\) below 80 nm⁻¹ that fit the measured period.

(b) Two candidates have been proposed, near 29.0 and 40.8 nm⁻¹. Do both fit, and do they require two different features of the Fermi surface?

(c) Which member of the list lies closest to the free-electron value?

## A tempting solution

The period gives

\[
q_0=\frac{2\pi}{\Lambda}=\frac{2\pi}{1.06\ \text{nm}}=5.928\ \text{nm}^{-1}.
\]

The thickness takes only the values \(Nd\), so adding a multiple of

\[
G=\frac{2\pi}{d}=\frac{2\pi}{0.18\ \text{nm}}=34.907\ \text{nm}^{-1}
\]

changes the phase by a multiple of \(2\pi\) and cannot be noticed. The list is therefore \(q_0,\ q_0+G,\ q_0+2G\), or 5.93, 40.83 and 75.74 nm⁻¹. The candidate at 40.8 is accepted and the one at 29.0 rejected. The free-electron value, worked out below, is 27.28 nm⁻¹. It misses the nearest entry by 13.6 nm⁻¹, so the free-electron picture seems to fail badly for this spacer.

## The fault

Each vector in that list does fit, but the list is incomplete. The step "the period gives \(q_0\)" fixes a sign that the data do not contain. A cosine of free phase looks the same for \(q_0\) and \(-q_0\):

\[
\cos(-q_0D+\varphi')=\cos(q_0D-\varphi'),
\]

and the choice \(\varphi'=-\varphi\) turns the right side into \(\cos(q_0D+\varphi)\). For a continuous thickness this is harmless, since \(-q_0\) has the same magnitude as \(q_0\). On whole planes multiples of \(G\) may be added to \(-q_0\) as well, and \(G-q_0\) is a new magnitude. The missing family contains the rejected candidate.

## Why the coupling carries a Fermi-surface vector

A simple model shows what \(q\) means. Take free electrons of mass \(m\) in the spacer, with normal wave number \(k\) and conserved in-plane wave vector. Let the interfaces A and B have transmission amplitudes \(t_A,t_B\) and reflection amplitudes \(r_A,r_B\). Summing all round trips gives the total transmission amplitude

\[
t=\frac{t_At_B\,e^{ikD}}{1-r_Ar_B\,e^{2ikD}} .
\]

In a long box one state is added each time the phase of \(\det S\) rises by \(2\pi\), where \(S\) is the scattering matrix with reflections \(r,r'\) on the diagonal and \(t\) off it. Unitarity gives \(r^*t+t^*r'=0\), hence

\[
\det S=rr'-t^2=-\frac{t}{t^*}\left(|r|^2+|t|^2\right)=-\frac{t}{t^*}.
\]

Its phase is \(2\arg t\) plus a constant, so the number of added states is \(\arg t/\pi\). The parts from \(t_A\), \(t_B\) and \(e^{ikD}\), summed over both spins, are equal for parallel and antiparallel magnetizations and cancel in the difference. The interference part remains. For weak reflection, \(\ln(1-x)\approx-x\) gives

\[
\Delta N=-\frac1\pi\,\text{Im}\ln\left(1-r_Ar_Be^{2ikD}\right)\approx\frac1\pi\,\text{Im}\left(r_Ar_Be^{2ikD}\right).
\]

At zero temperature the grand potential changes by \(-\int\Delta N\,dE\) up to the Fermi energy. For a given \(k\), the in-plane wave vectors fill a disk of area \(\pi(k_F^2-k^2)\), which holds \((k_F^2-k^2)/4\pi\) states per unit area and spin. With \(dE=(\hbar^2k/m)\,dk\) and real, constant reflection amplitudes,

\[
\Delta\Omega=-\frac{\hbar^2}{8\pi^2m}\,r_Ar_B\,I(D),\qquad
I(D)=\int_0^{k_F}(k_F^2-k^2)\,2k\,\sin(2kD)\,dk .
\]

For identical magnets, the sum of \(r_Ar_B\) over spins is \(r_\uparrow^2+r_\downarrow^2\) in the parallel state and \(2r_\uparrow r_\downarrow\) in the antiparallel state. The coupling \(J=\Omega_{AP}-\Omega_P\), positive when parallel alignment is favoured, is therefore

\[
J=\frac{\hbar^2}{8\pi^2m}(r_\uparrow-r_\downarrow)^2\,I(D).
\]

Now integrate by parts with \(g(k)=2k_F^2k-2k^3\). Since \(g(0)=g(k_F)=0\), the first boundary term vanishes. With \(g'(k_F)=-4k_F^2\) and \(g''=-12k\),

\[
I=\frac{1}{2D}\int_0^{k_F}g'\cos(2kD)\,dk
=-\frac{k_F^2\sin(2k_FD)}{D^2}+\frac{3}{D^2}\int_0^{k_F}k\sin(2kD)\,dk .
\]

The last integral equals \(-k_F\cos(2k_FD)/2D+\sin(2k_FD)/4D^2\). Its leading part makes a correction of relative size \(3/(2k_FD)\), which dies out with thickness. At large \(D\), then,

\[
J\propto-\frac{\sin(2k_FD)}{D^2},\qquad q=2k_F .
\]

The oscillation belongs to the full diameter of the Fermi sphere, an extremal spanning vector. For a Fermi surface of another shape I assume the same form, \(J=A\cos(qD+\varphi)/D^2\), with one dominant extremal vector and free constants \(A\) and \(\varphi\).

## The complete list

Multiply the data by \(D^2\) to remove the envelope, and write \(\theta=qd\). The samples are \(s_N=A\cos(\theta N+\varphi)\). Adding the two neighbours of \(s_N\) gives

\[
s_{N+1}+s_{N-1}=2\cos\theta\;s_N .
\]

Suppose the same samples are also described by \(\theta_0=q_0d\). Then they obey this relation with \(\cos\theta_0\), and subtraction leaves \(2(\cos\theta-\cos\theta_0)\,s_N=0\) for every \(N\). The samples are not all zero, so

\[
\cos\theta=\cos\theta_0\quad\Longrightarrow\quad\theta=2\pi n\pm\theta_0
\quad\Longrightarrow\quad q=nG\pm q_0 ,
\]

with integer \(n\). Conversely, \(nGNd=2\pi nN\), so every such \(q\) reproduces the samples: with phase \(\varphi\) for the plus sign and \(-\varphi\) for the minus sign. The positive values are \(nG+q_0\) for \(n\ge0\) and \(nG-q_0\) for \(n\ge1\).

The measured period is taken as the longest one that fits, which requires \(q_0\le G/2=17.45\) nm⁻¹, or \(\Lambda\ge2d=0.36\) nm. The value 1.06 nm, or 5.89 planes, satisfies this.

**Answer to (a).** Below 80 nm⁻¹ there are five values:

- \(q_0=5.93\) nm⁻¹
- \(G-q_0=34.907-5.928=28.98\) nm⁻¹
- \(G+q_0=34.907+5.928=40.83\) nm⁻¹
- \(2G-q_0=63.89\) nm⁻¹
- \(2G+q_0=75.74\) nm⁻¹

The next value, \(3G-q_0\), lies above the limit. Without a limit the list is infinite.

The effect can be seen in the sphere model. I evaluated \(I(D)\) by Gauss–Legendre quadrature for \(2k_F=28.98\) nm⁻¹ and took the strongest Fourier component of \(D^2I\). Sampled on whole planes from 30 to 150, and searched below \(G/2\), it lies at 5.93 nm⁻¹. Over nearly the same thickness range in steps of 0.03 nm, much finer than a plane, it lies at 28.98 nm⁻¹. The short wave, of length 0.217 nm, is present in the formula, but whole planes show it as a wave of 1.06 nm.

Two limits are instructive. When \(q\) approaches a multiple of \(G\), \(q_0\) goes to zero and the observed period grows without bound, although the spanning vector stays large. When \(q_0=G/2\), the two families coincide and the samples become \(A\cos\varphi\,(-1)^N\), so amplitude and phase can no longer be found separately.

## What the two candidates mean

Every atom of the spacer lies on a plane \(z=Nd\), where \(e^{iGz}=1\). Hence \(G\), directed along the normal, is a reciprocal lattice vector of the crystal. At fixed in-plane wave vector, \(k\) and \(k+G\) label the same Bloch state, and spanning vectors that differ by \(G\) join the same pair of states. Moreover,

\[
40.83\ \text{nm}^{-1}=2G-28.98\ \text{nm}^{-1}.
\]

The second candidate is the first one reversed, with two reciprocal lattice vectors added.

**Answer to (b).** Both candidates fit, and one pair of Fermi-surface points supplies both. They do not require two features.

One physical question does remain open. Let the vector run from the left-moving state to the right-moving one. A free-electron sphere of diameter 28.98 nm⁻¹ then belongs to the minus family, and a small electron pocket of diameter 5.93 nm⁻¹ to the plus family. These are different Fermi surfaces with the same sampled period. Both are illustrations only: they hold 1.20 and 0.01 electrons per atom, not one. In the model above the phase separates them: the pocket gives \(-\sin(q_0D)\), whereas the large sphere gives

\[
-\sin[(G-q_0)Nd]=-\sin(2\pi N-q_0Nd)=+\sin(q_0D).
\]

The leading large-\(D\) terms have opposite sign at a given number of planes. The full \(I(D)\) follows this only where the \(3/(2k_FD)\) correction is small against the sine: for 1, 2 and 3 planes the pocket and the sphere give the same sign, and they can agree again very near a zero of \(\sin(q_0D)\), as at 53 planes. This distinction is usable only if the reflection phases are known, because an unknown phase can imitate the change of sign.

## Comparison with free electrons

An fcc cube holds four atoms, so the electron density is \(4/a^3\). From \(k_F^3=3\pi^2\cdot4/a^3\),

\[
2k_F=\frac{2(12\pi^2)^{1/3}}{a}=27.28\ \text{nm}^{-1}\qquad(a=0.36\ \text{nm}).
\]

**Answer to (c).** The nearest member is 28.98 nm⁻¹, larger than the free-electron value by 6.2 %. The large mismatch in the tempting solution came from the missing family.

The same 6 % looks much worse in the period. The free-electron vector folds to \(34.907-27.283=7.624\) nm⁻¹, which gives a period of 0.824 nm, 22 % shorter than the measured one. The period depends on the small difference \(G-q\), and a shift of 1.70 nm⁻¹ is a large fraction of it. A folded period is thus a sensitive measure of the Fermi surface and a severe test of a crude model. Closeness to the free-electron value makes 28.98 nm⁻¹ the plausible representative; it does not prove the choice.

The comparison uses only the diameter \(2k_F\), the single vector of the flat-interface model. Repeated on the fcc reciprocal lattice, the same sphere has a further stationary vector: the gap along the normal between the spheres centred at (000) and \((111)\,2\pi/a\), at in-plane wave vector \((\tfrac12,\tfrac12)\,2\pi/a\). There \(k_z=\sqrt{13.64^2-12.34^2}=5.81\) nm⁻¹, so the gap is \(17.45-11.62=5.83\) nm⁻¹, a period of 1.08 nm. This gap is centred on the L point of the zone face, where the lattice potential distorts the sphere strongly, so its closeness to 1.06 nm should not be trusted. In copper a neck opens at L and closes this gap altogether. It does show that the period alone cannot name the part of the Fermi surface responsible.

## Errors and neglected effects

**Input errors.** At fixed \(d\), all members shift by the same amount, \(\delta q=2\pi\,\delta\Lambda/\Lambda^2\) in magnitude. An assumed period error of 0.05 nm gives 0.28 nm⁻¹. At fixed \(\Lambda\), a plane spacing larger by 1 % lowers both \(n=1\) members by 0.35 nm⁻¹, through \(G\).

**Envelope.** Reading the period from neighbouring maxima of \(J\) introduces a bias. The maxima of \(\cos(q_0D)/D^2\) satisfy \(\tan(q_0D)=-2/(q_0D)\), so they lie below \(\Lambda,2\Lambda,\dots\) by about \(2/(q_0^2D)\). Located numerically, the first two are at 1.005 and 2.093 nm. Their distance of 1.088 nm, taken as the period, would make \(q_0\) too small by 0.15 nm⁻¹. The size depends on the phase: the first two such maxima give 0.11 nm⁻¹ for \(+\sin(q_0D)/D^2\) and 0.23 nm⁻¹ for \(-\sin(q_0D)/D^2\). These figures refer to the smooth curve. On whole planes the maxima of \(\cos(q_0D)/D^2\) fall at 6, 12, 18 and 23 planes, and a single spacing of six or five planes gives \(q_0\) too small by 0.11 or too large by 1.05 nm⁻¹, so the period must be fitted, not read from two maxima. Multiplying the data by \(D^2\) first removes the envelope bias when the pure \(1/D^2\) law holds. With the full \(I(D)\), a one-period fit of \(D^2I\) over 4 to 15 planes still gives \(q_0\) too large by 0.04 nm⁻¹ for the large sphere and too small by 0.19 nm⁻¹ for the pocket.

**Uneven thickness.** A wedge or a rough film has a continuous mean thickness, but each place still has a whole number of planes. Let the local deviation be \(j\) planes with symmetric probabilities \(P_j\propto e^{-j^2/2}\), an rms width of one plane. Neglecting the change of the envelope, the oscillation is multiplied by

\[
\sum_jP_j\cos(qjd)=\sum_jP_j\cos(q_0jd)=0.566 ,
\]

because \(qjd\) and \(\pm q_0jd\) differ by a multiple of \(2\pi\). Averaging therefore weakens the signal without lifting the ambiguity. Treating the thickness as continuous, with \(q=28.98\) nm⁻¹, would give \(e^{-(qd)^2/2}=1.2\times10^{-6}\) and wrongly predict that the oscillation vanishes.

**Temperature.** Warming averages the zero-temperature result over Fermi energies with weight \(-\partial f/\partial E\), where \(f\) is the Fermi function. An energy shift \(\epsilon\) changes the phase \(2kD\) by \(2D\epsilon/\hbar v\). With \(u=\epsilon/k_BT\), the amplitude is multiplied by

\[
\int_{-\infty}^{\infty}\frac{\cos(2Dk_BT\,u/\hbar v)}{4\cosh^2(u/2)}\,du .
\]

For \(k=14.49\) nm⁻¹, half of 28.98, the free-electron velocity is \(v=\hbar k/m=1.68\times10^6\) m/s. At 300 K and \(D=2.12\) nm, quadrature gives 0.984. The damping is this weak only for fast electrons and thin spacers: at the same thickness the factor is 0.96 for \(v=1.1\times10^6\) m/s and 0.70 for the small pocket, and for the large sphere it falls to 0.90 at 5.4 nm and 0.15 at 27 nm, so the envelope is then no longer a pure \(1/D^2\). The weight is even in \(u\), so to this order the period does not change.

## The real case

The numbers are roughly those of copper (001) between cobalt layers, where the plane spacing is near 0.18 nm and the long coupling period is near six planes. Copper's Fermi surface is not a sphere. Warping along the normal is the likely source of the 1.70 nm⁻¹ between the free-electron vector and the nearest alias, but nothing here calculates it. Copper (001) also has a second, shorter coupling period from another part of the Fermi surface. It adds its own pair of families, and a fit with one period to a short thickness range can then be biased or fail. With a second wave of 2.56 planes at 0.7 of the long amplitude, a fit over 4 to 15 planes errs by up to 0.27 nm⁻¹, and at equal or larger amplitude it can lock onto the short period. The derivation also assumed weak reflection. With the full logarithm and real, constant amplitudes, a second harmonic of relative size \((r_\uparrow+r_\downarrow)^2/8\) appears, 14 % for amplitudes 0.1 and 0.95, and it folds to a period of 2.94 planes. Reflection phases that vary with energy, also left out, can shift the apparent period in thin spacers. Among the effects sized here, a 1 % strain and a 0.05 nm period error move the alias near 29.0 by about 0.3 nm⁻¹ each. That is far less than its distance of 11.9 nm⁻¹ from the next member of the list, so these errors do not confuse one alias with another.
